# Convergence of Rationally Mapped Gauss-Legendre Quadrature for RPA Correlation Energies

A water molecule with all its electrons correlated responds on very different energy scales. In the PBE/cc-pVDZ calculation used below, the smallest orbital-energy gap is 0.26 hartree, while excitations out of the oxygen core extend up to 22 hartree. The correlation energy in the random-phase approximation (RPA) is an integral over imaginary frequency, and its integrand carries all these scales at once. Each frequency node requires a new response matrix. How many nodes are needed, and where should they be centred?

## The integrand and its singularities

Consider a closed-shell molecule with real orbitals, a finite basis and positive gaps. Let $m=(ia)$ label a pair of occupied and virtual orbitals, $\Delta_m=\epsilon_a-\epsilon_i$, $D=\mathrm{diag}(\Delta_m)$, and $K_{ia,jb}=2(ia|jb)$, the 2 coming from spin. Hartree atomic units are used. The direct-RPA energy, which has no exchange in the kernel, is

$$E_c=\frac1{2\pi}\int_0^\infty F(\omega)\,d\omega,\qquad F=\ln\det(1-\chi_0v)+\mathrm{tr}\,\chi_0v ,$$

with $\chi_0$ taken at $i\omega$. Its pair amplitudes are $-2\Delta_m/(\omega^2+\Delta_m^2)$ per spin. Since $\det(1+AB)=\det(1+BA)$, we may work in the pair space and replace $-\chi_0v$ by $GK$, where $G=2D(\omega^2+D^2)^{-1}$. Then

$$\det(1+GK)=\frac{\det(\omega^2+D^2+2DK)}{\det(\omega^2+D^2)}=\frac{\det(\omega^2+M)}{\det(\omega^2+D^2)},$$

$$M=D^2+2D^{1/2}KD^{1/2}.$$

The last step is the similarity transformation $D^{-1/2}(\dots)D^{1/2}$, which leaves a determinant unchanged. The eigenvalues of $M$ are the squared RPA excitation energies $\Omega_m^2$, so

$$F=\sum_m\left[\ln\frac{\omega^2+\Omega_m^2}{\omega^2+\Delta_m^2}-\frac{2\Delta_mK_{mm}}{\omega^2+\Delta_m^2}\right].\tag{1}$$

Thus $F$ has poles at $\omega=\pm i\Delta_m$ and logarithmic branch points at $\pm i\Delta_m$ and $\pm i\Omega_m$. The matrix $K$ is a Coulomb self-interaction of transition densities and has no negative eigenvalue. Hence $M-D^2\ge0$, and with both lists in ascending order $\Omega_m\ge\Delta_m$. The singularities nearest to and farthest from the origin are at $\Delta_{\min}$ and $\Omega_{\max}$.

It is useful to introduce the normalized Lorentzian

$$L_\lambda(\omega)=\frac2\pi\frac{\lambda}{\omega^2+\lambda^2},\qquad \int_0^\infty L_\lambda\,d\omega=1,\qquad \partial_\lambda\ln(\omega^2+\lambda^2)=\pi L_\lambda .$$

Integrating the last relation over $\lambda$ turns (1) into

$$F=\pi\sum_m\left[\int_{\Delta_m}^{\Omega_m}L_\lambda\,d\lambda-K_{mm}L_{\Delta_m}\right],\tag{2}$$

and integration over $\omega$ gives $E_c=\tfrac12\sum_m(\Omega_m-\Delta_m-K_{mm})$. The whole quadrature problem has been reduced to that of one Lorentzian.

## Where the map sends them

The map and its inverse are

$$\omega=w_0\frac{1+x}{1-x},\qquad x=\frac{\omega-w_0}{\omega+w_0},\qquad \frac{d\omega}{dx}=\frac{2w_0}{(1-x)^2}.$$

The Jacobian diverges at $x=1$, but $L_\lambda$ falls as $\omega^{-2}\propto(1-x)^2$ and cancels the divergence. For $\omega=i\lambda$, multiplying numerator and denominator by $w_0-i\lambda$ gives

$$z=\frac{i\lambda-w_0}{i\lambda+w_0}=\frac{\lambda^2-w_0^2+2i\lambda w_0}{\lambda^2+w_0^2}=e^{i\varphi}.$$

Every singularity therefore lies on the unit circle, together with its complex conjugate. Define

$$s=\sin\varphi=\frac{2\lambda w_0}{\lambda^2+w_0^2}=\frac1{\cosh\ln(\lambda/w_0)} .$$

An excitation at $\lambda=w_0$ sits at $z=i$, as far from the interval $[-1,1]$ as the circle allows. Low excitations move towards $x=-1$ and high ones towards $x=1$.

The convergence of Gauss-Legendre quadrature is measured by ellipses with foci $\pm1$. Write $z=\tfrac12(\zeta+1/\zeta)$ with $\zeta=\rho e^{i\psi}$ and $\rho>1$. Because $z\mp1=(\zeta\mp1)^2/(2\zeta)$,

$$|z-1|+|z+1|=\frac{|\zeta-1|^2+|\zeta+1|^2}{2\rho}=\rho+\frac1\rho .$$

On the unit circle the left side is $2\sin(\varphi/2)+2\cos(\varphi/2)=2\sqrt{1+s}$. So $\cosh\ln\rho=\sqrt{1+s}$, hence $\sinh\ln\rho=\sqrt s$, and

$$\boxed{\ln\rho=\operatorname{arsinh}\sqrt s,\qquad \rho=\sqrt s+\sqrt{1+s}}\tag{3}$$

The real part of $z$ fixes the phase: $\cos\psi=\cos\varphi/\sqrt{1+s}$.

## A bound for one Lorentzian

In the new variable, the factors $(1-x)^2$ cancel and

$$L_\lambda\frac{d\omega}{dx}=\frac{4\lambda w_0/\pi}{w_0^2(1+x)^2+\lambda^2(1-x)^2}=\frac2\pi\frac{s}{x^2-2x\cos\varphi+1}=-\frac2\pi\,\mathrm{Im}\frac1{z-x}.$$

All errors here are exact value minus quadrature. Let $\kappa_n(z)$ be the $n$-point error for $1/(z-x)$. The error for the Lorentzian, relative to its unit integral, is then $\varepsilon_n(\lambda)=-(2/\pi)\,\mathrm{Im}\,\kappa_n(z)$.

Put $x=\cos\theta$ and $r=\sqrt{z^2-1}=\tfrac12(\zeta-1/\zeta)$. Summing the geometric series of $\zeta^{-k}\cos k\theta$ gives

$$\frac1{z-x}=\frac2r\left[\frac12+\sum_{k\ge1}\zeta^{-k}T_k(x)\right],$$

where $T_k(\cos\theta)=\cos k\theta$. The rule integrates degrees up to $2n-1$ exactly, and odd $k$ give zero by symmetry. For even $k\ge2n$ the integral is $-2/(k^2-1)$, and the quadrature sum is at most 2 in size because the positive weights add to 2. The error for each such $T_k$ is thus at most $2c_n$, with $c_n=4n^2/(4n^2-1)$. Summing over even $k$,

$$|\kappa_n|\le\frac{2}{|r|}\,2c_n\,\frac{\rho^{-2n}}{1-\rho^{-2}} .\tag{4}$$

On the unit circle $|r|^2=|z-1||z+1|=2s$, and $1-\rho^{-2}=(\rho-1/\rho)/\rho=2\sqrt s/\rho$. Therefore

$$|\varepsilon_n(\lambda)|\le B_n(s)=\frac{2\sqrt2}{\pi s}\,c_n\,\rho^{1-2n}.\tag{5}$$

## The leading error, with its sign

A bound does not show that the rate is attained. For that, let $P_n$ be the Legendre polynomial, whose zeros are the nodes. The quotient $[P_n(z)-P_n(x)]/(z-x)$ is a polynomial in $x$ of degree $n-1$, so the rule integrates it exactly. At the nodes $P_n(x_j)=0$. Rearranging,

$$\kappa_n(z)=\frac1{P_n(z)}\int_{-1}^1\frac{P_n(x)}{z-x}\,dx .$$

First take $z$ real and greater than 1. Rodrigues' formula and $n$ integrations by parts turn the integral into

$$2^{-n}\int_{-1}^1\frac{(1-x^2)^n}{(z-x)^{n+1}}\,dx .$$

Let $h=\ln[(1-x^2)/(z-x)]$. Its stationary point obeys $1-x^2=2x(z-x)$, or $x^2-2zx+1=0$, so $x=1/\zeta$ inside the interval. There $e^h=2/\zeta$, $z-x=r$ and

$$h''=-\frac{2(1+x^2)}{(1-x^2)^2}+\frac1{(z-x)^2}=\frac1{r^2}\left(1-\frac zx\right)=-\frac{\zeta}{r},$$

where $1+x^2=2zx$ was used. The Gaussian integral gives $\zeta^{-n}\sqrt{2\pi/(n\zeta r)}$.

For the denominator, write the $n$th derivative in Rodrigues' formula as a Cauchy integral over the circle $t=z+re^{i\theta}$. This gives

$$P_n(z)=\frac1{2\pi}\int_{-\pi}^{\pi}(z+r\cos\theta)^n\,d\theta\simeq\zeta^n\sqrt{\frac{\zeta}{2\pi nr}},$$

because near $\theta=0$ the bracket is $\zeta-r\theta^2/2$. The quotient is $\kappa_n\simeq2\pi\zeta^{-2n-1}$.

This extends to complex $z$. The function $\kappa_n\zeta^{2n+1}$ is analytic for $|\zeta|>1$, and (4) bounds it uniformly in $n$ on every region $|\zeta|\ge\rho_0>1$. By Vitali's theorem, convergence to $2\pi$ on the real axis then implies the same limit throughout. Taking the imaginary part,

$$\varepsilon_n(\lambda)\simeq4\rho^{-(2n+1)}\sin[(2n+1)\psi].\tag{6}$$

At $\lambda=w_0$ and $n=6$ the computed error is $4.11\times10^{-5}$ and (6) gives $4.23\times10^{-5}$. Near a zero of the sine, relative agreement is poorer. At $\lambda=4w_0$, $n=12$, the values are $1.7\times10^{-8}$ and $2.2\times10^{-8}$, but their difference is only about 1% of the envelope $4\rho^{-25}=4.4\times10^{-7}$.

## From one Lorentzian to the energy

Quadrature is linear, so (2) gives an identity for the energy error:

$$E_c-E_c^{(n)}=\frac12\sum_m\left[\int_{\Delta_m}^{\Omega_m}\varepsilon_n(\lambda)\,d\lambda-K_{mm}\varepsilon_n(\Delta_m)\right].\tag{7}$$

The eigenvalues $y$ of $GK$ are non-negative and $\ln(1+y)\le y$, so $F\le0$ and $E_c\le0$. This means $\sum_m(\Omega_m-\Delta_m)\le\mathrm{tr}\,K$. Since $B_n$ decreases with $s$,

$$|E_c-E_c^{(n)}|\le \mathrm{tr}K\;B_n(s_{\min}),\tag{8}$$

where $s_{\min}$ is the smallest $s$ on $[\Delta_{\min},\Omega_{\max}]$. As $s$ has a single maximum, at $\lambda=w_0$, this smallest value occurs at an edge of the spectrum.

The exponential rate is attained when one edge dominates. At the lower edge the pole contributes with weight $K_{mm}$, which is positive for any nonzero transition density. At the upper edge, the integrand is $-4\,\mathrm{Im}\,\zeta^{-(2n+1)}$ by (6). One integration by parts in $\lambda$ leaves an endpoint term proportional to $\zeta^{-(2n+1)}/[(2n+1)\,\partial_\lambda\ln\zeta]$, where $\partial_\lambda\ln\zeta=r^{-1}\partial_\lambda z\neq0$. The end of the $\lambda$ integral therefore contributes $\rho^{-2n}$ with an extra factor of order $1/n$. The decay of the envelope per added node is thus $2\ln\rho$ at the worse edge, up to powers of $n$.

## Choosing $w_0$

By (3), $\ln\rho$ depends only on the distance $|\ln(\lambda/w_0)|$ and decreases with it. Moving $w_0$ away from the logarithmic midpoint increases the distance to one edge. The best worst-case rate therefore has

$$w_0=\sqrt{\Delta_{\min}\Omega_{\max}},\qquad s_{\min}=\frac{2\sqrt R}{1+R},\qquad R=\frac{\Omega_{\max}}{\Delta_{\min}} .\tag{9}$$

If all excitations coincided with $w_0$, then $\rho=1+\sqrt2$ and each node would reduce the envelope by $\rho^2\approx5.8$. For a wide spectrum, $s_{\min}\simeq2R^{-1/2}$ and $\ln\rho\simeq\sqrt2\,R^{-1/4}$. Setting the envelope $4\rho^{-2n}$ equal to a tolerance $\tau$ gives

$$n\simeq\frac{R^{1/4}}{2\sqrt2}\ln\frac4\tau .$$

For $\tau=10^{-6}$ this estimates 53.7 nodes at $R=10^4$ and 107.5 at $R=1.6\times10^5$. Direct counts for Lorentzians spanning these ranges are 53 and 105. A sixteenfold wider spectrum costs about twice the nodes.

The same formulas show where the method loses its uniform rate. If the gap closes, or if enlarging the basis sends $\Omega_{\max}$ to infinity, then $R\to\infty$ and $\rho\to1$. No fixed exponential rate then holds for the whole family of problems.

In practice, $\Delta_{\min}$ is known from the orbital energies, and the largest gap can stand in for $\Omega_{\max}$ when the two are close. One sets $w_0$ by (9), forms the mapped nodes and weights, and increases $n$ until several successive energies agree. A single small change proves little: it is the difference of two errors, and because the error oscillates with $n$, two successive errors can have the same sign and nearly the same size while neither is small.

## Water as a worked case

The molecule has O at the origin and H at $(0,\pm0.757,0.587)$ Å. PBE orbitals in cc-pVDZ give 95 pairs, and $E_c=-0.30842$ hartree, or $-8.3926$ eV. This reference leaves out basis-set incompleteness and correlation beyond direct RPA; only the quadrature error is studied. The basis effect is large. In aug-cc-pVDZ $E_c=-0.335$ hartree. In cc-pVTZ $E_c=-0.425$ hartree, $\Omega_{\max}$ rises to 31.5 hartree, $R$ to 122 and the geometric-mean $w_0$ to 2.85 hartree. All numbers below belong to cc-pVDZ unless stated otherwise.

With $\Delta_{\min}=0.2590$ and $\Omega_{\max}=22.4042$ hartree,

$$R=\frac{22.4042}{0.2590}=86.5,\qquad w_0=\sqrt{0.2590\times22.4042}=2.409\ \text{hartree}.$$

The highest gap, 22.3841 hartree, would change this $w_0$ by less than 0.1%. Next,

$$s_{\min}=\frac{2\sqrt{86.5}}{87.5}=0.213,\qquad \ln\rho=\operatorname{arsinh}(0.461)=0.446 .$$

The predicted decay is $2\ln\rho=0.892$ per node, a factor of 2.4. The measured decay is 0.884, obtained in high precision by comparing the largest errors in the two sets $n=40,42,44,46$ and $n=120,122,124,126$. At $w_0=0.5$ hartree the core edge governs, with 0.419 predicted and 0.435 measured. At 8 hartree the lowest gap governs, with 0.503 and 0.498. Such finite slopes depend on the windows chosen: comparing $n=20$–$23$ with $n=60$–$63$ gives 0.844, 0.416 and 0.503 for $w_0=2.409$, 0.5 and 8 hartree. Powers of $n$ and interference between nearby singularities can shift them; their separate shares were not determined.

The energy errors in hartree are:

| $n$ | $w_0=0.5$ | $w_0=2.409$ | $w_0=8$ |
|---|---|---|---|
| 6 | $4.0\times10^{-4}$ | $-1.2\times10^{-4}$ | $2.1\times10^{-3}$ |
| 8 | $2.0\times10^{-4}$ | $9.8\times10^{-7}$ | $5.2\times10^{-4}$ |
| 12 | $-5.1\times10^{-5}$ | $-9.0\times10^{-8}$ | $-5.0\times10^{-5}$ |
| 24 | $-3.3\times10^{-7}$ | $2.1\times10^{-12}$ | $-1.8\times10^{-8}$ |

At $n=6$, $w_0=0.5$ does better than $w_0=8$, although its asymptotic rate is slower; by $n=24$ the order has reversed. The rate alone does not rank grids at small $n$, because (7) also contains the weights and signs of the contributions. For the same reason, the geometric mean need not minimize the node count at a given tolerance.

For water at a tolerance of $10^{-6}$ hartree, it is close to the best choice but not the best. An error that stays below $10^{-6}$ hartree, checked up to $n=80$, requires 22, 11 and 20 nodes for the three columns. In cc-pVTZ the corresponding counts, with the geometric mean at 2.85 hartree, are 33, 14 and 17. In cc-pVDZ the count is 11 throughout $w_0=1.78$ to 2.52 hartree, and a scan of 301 values from 0.5 to 8 hartree finds a narrow window, about 2.57 to 2.66 hartree, where 9 nodes suffice. The middle column is already below the tolerance at $n=8$, yet the lasting count is 11, so the error at $n=10$ is above it again.

The bound (8) gives a guarantee without knowledge of the error. With $\mathrm{tr}K=7.02$ hartree its prefactor is $7.02\times2\sqrt2/(0.213\,\pi)\approx29.7$ hartree. At $n=20$ it yields $29.7\,e^{-39\times0.4461}\approx8\times10^{-7}$ hartree. Twenty nodes are thus certified, while 11 suffice: the bound has the right exponential rate but a generous prefactor. The numerical check tests the mapped positions, the bounds, the error identity and the decay rates.

## Computed values

```
Lorentzian: lam/w0, ln rho, n, error, leading formula (no unit)
     1 0.8814   6  4.114e-05  4.226e-05
     1 0.8814  12  1.063e-09  1.078e-09
     4 0.6412   6 -3.461e-04 -3.763e-04
     4 0.6412  12  1.677e-08  2.172e-08
    16 0.3459   6 -4.252e-02 -4.456e-02
    16 0.3459  12  2.877e-04  2.791e-04
Nodes for Lorentzian error 1e-6 over lam in [1,R], w0=sqrt(R):
  R = 1.0e+04: counted 53, estimate 53.7
  R = 1.6e+05: counted 105, estimate 107.5
Water, PBE/cc-pVDZ, all electrons; geometry in angstrom:
  O 0 0 0; H 0 0.757 0.587; H 0 -0.757 0.587
  particle-hole pairs: 95
  lowest gap 0.2590, highest gap 22.3841 hartree
  lowest, highest RPA energy 0.2812, 22.4042 hartree
  R = highest RPA energy / lowest gap = 86.51
  trace of K = 7.0189 hartree
  direct-RPA E_c = -0.30842249 hartree = -8.39260 eV
  geometric-mean w0 = 2.4088 hartree
w0 (hartree), ln rho at lowest gap, at highest RPA energy,
  predicted decay per node 2 ln rho, measured decay per node
  0.5000 0.8117 0.2097 0.4194 0.4345
  2.4088 0.4461 0.4461 0.8922 0.8841
  8.0000 0.2516 0.7294 0.5033 0.4977
Energy error (hartree) for w0 = 0.5, geometric mean, 8.0 hartree
  n= 6  4.03e-04 -1.16e-04  2.10e-03
  n= 8  1.98e-04  9.76e-07  5.17e-04
  n=12 -5.14e-05 -9.00e-08 -5.01e-05
  n=16  2.20e-06 -1.85e-10 -2.73e-06
  n=24 -3.34e-07  2.11e-12 -1.81e-08
  n=32  1.88e-08  6.83e-15  1.29e-09
Nodes for a lasting error below 1e-6 hartree:
  w0 = 0.5000 hartree: n = 22
  w0 = 2.4088 hartree: n = 11
  w0 = 8.0000 hartree: n = 20
  fewest in scan of 25 w0 from 0.5 to 8 hartree: n = 11
  reached for w0 between 1.782 and 2.520 hartree
```
